# Why a trace of argon lowers the breakdown voltage of neon

## Definitions and conventions

Two flat electrodes a distance $d$ apart enclose neon at pressure $p$, with a small fraction $x$ of argon atoms. The voltage $V$ is raised slowly. Before breakdown there is too little charge to distort the field, so the field is uniform, and its reduced value is

$$X=\frac{V}{pd}.$$

Distance $z$ runs from cathode to anode, and $\Gamma(z)$ is the number of electrons crossing the plane $z$ per second. All event coefficients are counted per electron, per cm of drift and per Torr:

- $a_i$: direct ionizations of neon by electrons;
- $a_x$: excitations of neon by electrons.

A fraction $\varphi$ of the excitations ends in a metastable neon atom, and a fraction $f$ of those atoms ionizes argon. Each ion reaching the cathode releases $\gamma$ electrons on average, counting only those that escape into the gap and are not scattered back to the cathode. Energies are in eV: $E_m$ for the neon metastable, $I_{Ne}$ and $I_{Ar}$ for the ionization energies, $\bar\varepsilon$ for the mean electron energy. An electron falling through 1 V gains 1 eV, so $X$ in V/(cm Torr) is also the field's work in eV per electron, per cm and per Torr.

The example has the regime of a small neon indicator lamp: $p=50$ Torr, $d=0.2$ cm, 300 K and 0.1% argon. Hence $pd=10$ Torr cm, and the ideal-gas density is $n=1.61\times10^{18}$ cm$^{-3}$. Its transport coefficients are round, rough typical values.

## First contribution: the energy stored in neon

The reaction to be examined is

$$\mathrm{Ne^*+Ar\rightarrow Ne+Ar^++e^-}.$$

For slow atoms it needs $E_m>I_{Ar}$. The surplus $\delta=E_m-I_{Ar}$ goes almost wholly to the light electron.

The energies come from differences of computed total energies of free atoms and ions. The method is coupled cluster with single and double excitations (CCSD), with frozen inner shells, in the aug-cc-pVTZ basis with one diffuse s and one diffuse p function added. It leaves out connected triple excitations and the remaining basis error, and the values below are too low by 0.17 to 0.26 eV. Adding perturbative triples raises each by about 0.06 eV and leaves the neon–argon margin unchanged. The measured energies are 16.62 eV for the lower neon metastable, 15.76 eV for ionizing argon and 21.56 eV for ionizing neon. Their metastable–argon margin is 0.86 eV. The results without spin-orbit coupling are 16.47 eV for the neon triplet $2p^5 3s$, 15.55 eV for ionizing argon and 21.39 eV for ionizing neon.

Spin-orbit coupling splits the triplet. A filled p shell has no net spin-orbit energy, so a shell with one hole has minus the energy of the missing electron, $-\zeta\,\mathbf l\cdot\mathbf s$. With $l=1$ and $s=\tfrac12$,

$$\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-2-\tfrac34\right],$$

which is $\tfrac12$ for $j=\tfrac32$ and $-1$ for $j=\tfrac12$. The hole therefore has energy $-\zeta/2$ or $+\zeta$. The 3s electron adds angular momentum $\tfrac12$ and no spin-orbit energy. Total $J=2$ can be built from $j=\tfrac32$ alone, and $J=0$ from $j=\tfrac12$ alone. A singlet with $L=1$ has $J=1$, so neither level mixes with it. Relative to the triplet energy, $J=2$ lies at $-\zeta/2$ and $J=0$ at $+\zeta$.

The constant is estimated as $\zeta=\tfrac12\alpha^2Z\langle r^{-3}\rangle$ in atomic units, where $\alpha$ is the fine-structure constant and $Z$ the bare nuclear charge, with the Hartree–Fock p orbital of the neutral atom. This gives 0.077 eV for neon and 0.12 eV for argon. The measured spacing of the two neon metastables, 0.096 eV, corresponds to $\zeta=0.064$ eV, so the neon estimate is about 20% high. With shifts applied before rounding:

| Quantity | Energy (eV) |
|---|---|
| Ne metastable, $J=2$ | 16.44 |
| Ne metastable, $J=0$ | 16.55 |
| Ar ionization, lowest ion level | 15.50 |
| Ne ionization, without spin-orbit shift | 21.39 |

Both metastables can ionize argon, and neither can ionize a ground-state neon atom. For the lower one, $\delta=0.94$ eV. The triplet–argon margin before spin-orbit coupling is 0.92 eV here, 0.99 eV in the smaller aug-cc-pVDZ basis and 1.0 eV with second-order perturbation theory (MP2) in the larger basis. These variations are far smaller than the margin itself.

The levels also last long enough to matter. An electric-dipole photon cannot connect $J=2$ to the $J=0$ ground state, because it changes $J$ by at most one, and it cannot connect $J=0$ to $J=0$. The excitation waits for a collision.

## Second contribution: meeting argon in time

A metastable meets argon at the rate $\nu_P=k_Pxn$ and is lost in collisions with neon at the rate $\nu_q=k_qn^2$. Its chance of surviving for a time $t$ is $e^{-(\nu_P+\nu_q)t}$, so

$$f=\int_0^\infty\nu_P\,e^{-(\nu_P+\nu_q)t}\,dt=\frac{\nu_P}{\nu_P+\nu_q}.$$

With the rough values $k_P=10^{-10}$ cm$^3$/s and $k_q=5\times10^{-34}$ cm$^6$/s,

$$\nu_P=10^{-10}\times10^{-3}\times1.61\times10^{18}=1.61\times10^5\ \mathrm{s^{-1}},$$

while $\nu_q=1.3\times10^3$ s$^{-1}$. Thus $f=0.992$. Argon is rare, but the metastable has time to find it.

The mean delay is $\tau=1/(\nu_P+\nu_q)=6.2$ µs. If the voltage lasts only a time $T$ after an excitation, the chance of a Penning electron in that time is $f(1-e^{-T/\tau})$. For $T\ll\tau$ this tends to zero, and the mechanism gives no help. The lowering derived below is for a slowly applied voltage.

## Third contribution: extra births in the avalanche

In a slice $dz$, electrons make $p\,a_i\Gamma\,dz$ direct ionizations and $p\,a_x\Gamma\,dz$ excitations per second. In steady state, metastables that stay where they are made release $f\varphi p\,a_x\Gamma\,dz$ further electrons there. Hence

$$\frac{d\Gamma}{dz}=p(a_i+f\varphi a_x)\Gamma,\qquad \Gamma(d)=\Gamma(0)\,e^{(a_i+f\varphi a_x)pd}.$$

Every electron born in the gas leaves one positive ion. Without recombination, $\Gamma(d)-\Gamma(0)$ ions per second reach the cathode. The discharge sustains itself when they replace the starting electrons:

$$\gamma[\Gamma(d)-\Gamma(0)]=\Gamma(0).$$

Dividing by $\gamma\Gamma(0)$, inserting the exponential and taking the logarithm gives

$$(a_i+f\varphi a_x)pd=L,\qquad L=\ln\left(1+\frac1\gamma\right).\tag{1}$$

For $\gamma=0.05$, $L=3.045$. With or without argon, the gap must supply $L/(pd)=0.304$ births per electron, per cm and per Torr. Argon changes the field at which this happens.

## The price of each event

Consider $N$ electrons with a steady energy distribution, drifting a mean distance $dz$. Their number grows by $dN=Np(a_i+f\varphi a_x)dz$, so their total energy $N\bar\varepsilon$ must grow by $\bar\varepsilon\,dN$. The field supplies $NpX\,dz$. Excitation removes $E_m$, ionization removes $I_{Ne}$, and each Penning electron brings $\delta$. Dividing by $Np\,dz$,

$$X-a_xE_m-a_iI_{Ne}+f\varphi a_x\delta=\bar\varepsilon(a_i+f\varphi a_x).$$

Collecting the terms in $a_x$,

$$a_x=\frac{X-a_i(I_{Ne}+\bar\varepsilon)}{E_m+f\varphi(\bar\varepsilon-\delta)}.\tag{2}$$

This neglects elastic losses and the effect of diffusion along the field on growth per unit length. It charges every excitation the metastable energy, although higher levels cost more. The example takes $\varphi=0.5$ and $\bar\varepsilon=10$ eV.

## Pure neon

For direct ionization take $a_i=C\exp(-D/\sqrt X)$, with $C=8$ (cm Torr)$^{-1}$ and $D=17$ (V/(cm Torr))$^{1/2}$. With $f=0$, equation (1) reads $C\,pd\,e^{-D/\sqrt X}=L$. Taking the logarithm gives $\sqrt X=D/\ln(C\,pd/L)$, and $V=pd\,X$ gives

$$V_{Ne}=pd\left[\frac{D}{\ln(C\,pd/L)}\right]^2
=10\left[\frac{17}{\ln(80/3.045)}\right]^2\approx270\ \mathrm V.$$

The formula needs $C\,pd>L$. Writing $y=\ln(C\,pd/L)$, one finds $d\ln V_{Ne}/d\ln(pd)=1-2/y$. Here $y=3.27>2$, so the gap lies on the side where voltage rises with $pd$.

At breakdown $X=27.05$ V/(cm Torr) and $a_i=0.304$. Equation (2) gives

$$a_x=\frac{27.05-0.304\times31.39}{16.44}\approx1.06.$$

With the assumed mean energy of 10 eV there are 3.5 excitations per ionization; 12 eV would give 3.4. The work per new electron is $X/a_i\approx89$ eV: about 31 eV for ionization and heating, and about 57 eV for the accompanying excitations. In pure neon those 57 eV buy no electrons in this model.

## Neon with argon

Equations (1) and (2), solved by numerical root finding, give $V=121.8$ V, or $X=12.18$ V/(cm Torr). This is 55% below pure neon, with $p$, $d$, $\gamma$ and $\bar\varepsilon$ held fixed. The births divide as

$$\underbrace{0.061}_{\text{direct}}+\underbrace{0.243}_{\text{Penning}}=0.304,$$

so Penning electrons make up 80%.

The prices explain this voltage. Equation (1) gives $f\varphi a_x=L/(pd)-a_i$. Substituting it into the energy balance and multiplying by $pd$,

$$V=L\left[\frac{E_m}{f\varphi}+\bar\varepsilon-\delta\right]-a_i\,pd\left[\frac{E_m}{f\varphi}-I_{Ne}-\delta\right],\tag{3}$$

with energies in eV read as volts. The first term is the voltage if all births were Penning births:

$$3.045\,(33.1+10-0.94)\approx128.5\ \mathrm V.$$

The second is $0.61\,(33.1-21.4-0.94)\approx6.6$ V. Their difference is 122 V.

The sign of the second term depends on $\varphi$. With $\varphi=0.5$ a Penning electron costs two excitations, about 33 eV, which is more than the 21.4 eV of a direct ionization. Here, then, argon does not help by offering the cheaper event. Above $\varphi\approx0.74$ the bracket changes sign and the Penning electron becomes the cheaper one. Excitation becomes possible at 16.4 eV, ionization only at 21.4 eV, and with the cross sections used below excitation is still the likelier event just above 21.4 eV. In a weak field, neon is therefore excited much more often than it is ionized. Argon turns this unavoidable expense into electrons. The total price per birth falls from 89 to 40 eV.

When direct births are negligible, (3) reduces to its first term, which does not depend on $pd$ as long as $f$, $\varphi$ and $\bar\varepsilon$ stay fixed. Raising the pressure at a given argon fraction lowers $f$ and so raises this voltage. This limit fails when the gap is too short for the electrons to reach a steady energy distribution, or the field so weak that elastic losses count.

## Do Penning electrons spoil the swarm?

They are born slow, so they cool the electrons and reduce direct ionization. The formula for $a_i$ ignores this. A random-flight simulation sizes it at the fixed field $X=12.18$ V/(cm Torr), with isotropic scattering and crude neon-like cross sections:

- elastic: $2\times10^{-16}$ cm$^2$;
- excitation: rising from $E_m$ by $2\times10^{-18}$ cm$^2$ per eV, capped at $2\times10^{-17}$ cm$^2$;
- ionization: rising from $I_{Ne}$ by $1.2\times10^{-18}$ cm$^2$ per eV, capped at $4\times10^{-17}$ cm$^2$.

Each newborn replaces a randomly chosen electron, which keeps the sample size fixed. Switching on Penning births with probability $f\varphi$ per excitation lowers the mean energy from 9.6 to 9.0 eV and $a_i$ from 0.084 to 0.069. Total growth nevertheless rises from 0.084 to 0.312. Cooling removes 0.015, and Penning births add 0.243. With the simulated $a_i$ and $\bar\varepsilon$, equation (2) gives $a_x$ within 1% of the counted value. This tests growth in time per unit drift, not the steady spatial growth that (1) needs. Electrons followed across the gap at the same field grow at about 0.28 instead of 0.312, which corresponds to charging about 13 eV per birth in place of $\bar\varepsilon$. With 13 eV, equations (1) and (2) give about 130 V. Elastic collisions take 0.3% of the field's work.

The simulated drift carries an electron across the gap in about 13 ns, hundreds of times less than the Penning delay.

## How much argon is a trace?

With all else fixed, equations (1) and (2) give:

| Argon | $f$ | $V$ (V) |
|---|---|---|
| 0.001% | 0.554 | 164 |
| 0.01% | 0.926 | 127 |
| 0.1% | 0.992 | 122 |

For $x\to0$, $f\to0$ and the pure-neon voltage returns. At the smallest fraction listed, a metastable diffuses about 0.03 cm before it is lost, a sizeable part of the gap. Electrode losses then matter. The table leaves them out. At 0.1% argon, including them through the diffusion equation given below raises the voltage from 122 to 125 V; the values at smaller fractions hold only without these losses. The table also leaves out two-body collisions that lift the metastable to the nearby radiating $J=1$ level. An extra net loss of $2.5\times10^3$ s$^{-1}$, a plausible size at this pressure, would change the three voltages to 203, 137 and 123 V.

At the upper end $f$ saturates, so more argon brings little gain. Meanwhile electrons begin to hit argon directly. With a generous cross section of $10^{-16}$ cm$^2$ above about 11.5 eV, the simulated swarm makes 0.03 such hits per neon excitation at 0.1% argon. In proportion, 1% would give about 0.3, no longer a small disturbance. Some hits ionize argon and others only drain energy. The present model cannot say at what fraction the voltage is lowest.

## Weighing what was left out

Each change below is made alone.

- **Metastable diffusion.** Let $m$ be the metastable density times electrode area and $D_m=3$ cm$^2$/s. Then $D_mm''-(\nu_P+\nu_q)m+\varphi p\,a_x\Gamma=0$, with $m=0$ at both electrodes, and $\Gamma'=p\,a_i\Gamma+\nu_Pm$. A finite-difference solution raises the mixture's voltage to 125 V.
- **Metastables at the cathode.** The same equations for pure neon give 0.15 metastable arrivals per ion. If each released as many electrons as an ion, the pure-neon voltage would fall to 263 V.
- **Starting distance.** An electron leaving the cathode must first fall through about 16.4 V to excite neon. Adding this once gives 138 V. This is a slight underestimate: electrons followed across the gap with the crude cross sections above, and with Penning births placed where the excitation occurs, give 17 to 18 births per escaping electron at 138 V and reach the needed 20 near 143 V. That comparison also contains the slower steady spatial growth noted above.
- **Cathode yield.** Argon ions may release fewer electrons than neon ions. Halving $\gamma$ in the mixture gives 147 V.
- **Metastable yield.** Halving $\varphi$ gives 171 V. This is the largest change.
- **Costlier excitations.** Charging every excitation 18.5 eV instead of the metastable energy, to allow for higher levels, gives 130 V.

None of these changes alone removes the lowering. Making all the changes to the mixture together gives about 228 V, still below the 263 V of pure neon with metastables acting at the cathode.

Real lamps break the assumption of a fixed $\gamma$, which depends on the cathode surface, the ion and the field. A weaker field lets more electrons scatter back to the cathode: with the crude cross sections above and a starting energy of 3 eV, about 67% return in the mixture at 122 V and 48% in pure neon at 270 V. This alone would make $\gamma$ over a third smaller in the mixture. Halving it, which shifts the voltage by about 25 V, covers that difference alone, but a lower argon-ion yield would multiply it. Reducing $\gamma$ to 35% of its value gives 159 V, or 244 V with all the other changes to the mixture. Wire or rod electrodes would also make the field non-uniform, an effect not sized here. The figure of 122 V is therefore a model value. Metastable diffusion, the starting distance and costlier excitations raise it, while errors in $\gamma$, $\varphi$ and the mean electron energy can move it either way. A mean energy of 9 or 12 eV instead of 10 eV gives 119 or 127 V. A design that relies on the Penning effect needs slow voltage, metastables that reach argon before the walls, and too little argon to drain the electrons.
